# Effective Diffusion and Percolation on Random Grain-Boundary Networks: a numerical check

```python
"""Effective diffusion and percolation on random grain-boundary networks.

Result under test: nodal flux balance on a periodic boundary graph gives the
permeability K (flux per macroscopic concentration gradient). Tracer confined
to a connected network has diffusivity K/phi, phi = boundary area fraction.
When a fraction p of boundaries conducts, K vanishes below a threshold p_c,
estimated by the pooled median of the levels p1, p2 at which the winding rank
of the open graph on the torus reaches 1 and 2.
Network units: mean grain area = 1, boundary diffusivity times width = 1.
g = edge conductance, u = random edge level (edge open if u <= p).
"""
import itertools
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components
from scipy.sparse.linalg import splu
from scipy.spatial import Delaunay

rng = np.random.default_rng(7)
BIG = 10000  # packs two integer winding numbers into one integer


def grain_network(points, box):
    """Periodic Voronoi boundary graph and its dual graph of grains."""
    n = len(points)
    shifts = np.array(list(itertools.product((-1, 0, 1), repeat=2)))
    tiled = (points[None] + shifts[:, None] * box).reshape(-1, 2)
    tri = Delaunay(tiled)
    ids, sh = tri.simplices % n, shifts[tri.simplices // n]
    order = np.argsort(ids, axis=1)
    sid = np.take_along_axis(ids, order, axis=1).astype(np.int64)
    ssh = np.take_along_axis(sh, order[:, :, None], axis=1)
    home = ssh[:, 0]
    rel = ssh - home[:, None] + 2
    key = (sid[:, 0] * n + sid[:, 1]) * n + sid[:, 2]
    for k in (1, 2):
        for axis in (0, 1):
            key = key * 5 + rel[:, k, axis]
    reps = np.flatnonzero((home == 0).all(axis=1))
    assert len(reps) == 2 * n
    neighbours = tri.neighbors[reps]
    assert neighbours.min() >= 0
    sort = np.argsort(key[reps])
    sorted_keys = key[reps][sort]
    place = np.searchsorted(sorted_keys, key[neighbours])
    assert np.array_equal(sorted_keys[place], key[neighbours])
    node = sort[place]
    # circumcentres are computed only for the triangles that are needed

    def centre(t):
        a, b, c = (tiled[tri.simplices[t, k]] for k in range(3))
        b, c = b - a, c - a
        d = 2 * (b[:, 0] * c[:, 1] - b[:, 1] * c[:, 0])
        bb, cc = (b**2).sum(1), (c**2).sum(1)
        x = (c[:, 1] * bb - b[:, 1] * cc) / d
        y = (b[:, 0] * cc - c[:, 0] * bb) / d
        return a + np.stack([x, y], axis=1)

    tail = np.repeat(np.arange(2 * n), 3)
    head = node.ravel()
    vec = centre(neighbours.ravel()) - np.repeat(centre(reps), 3, axis=0)
    cross = home[neighbours.ravel()]
    ga = ids[reps][:, [1, 2, 0]].ravel()
    gb = ids[reps][:, [2, 0, 1]].ravel()
    gs = (sh[reps][:, [2, 0, 1]] - sh[reps][:, [1, 2, 0]]).reshape(-1, 2)
    keep = tail < head
    assert keep.sum() == 3 * n
    return SimpleNamespace(
        nodes=2 * n, grains=n, area=box[0] * box[1], box=box,
        tail=tail[keep], head=head[keep], vec=vec[keep], cross=cross[keep],
        grain_a=ga[keep], grain_b=gb[keep], grain_cross=gs[keep])


def voronoi(n):
    box = np.array([np.sqrt(n), np.sqrt(n)])
    return grain_network(rng.random((n, 2)) * box, box)


def honeycomb(columns, rows):
    a = np.sqrt(2 / np.sqrt(3))
    h = a * np.sqrt(3) / 2
    pts = [(a * (i + 0.5 * (j % 2) + 0.1), h * (j + 0.1))
           for j in range(rows) for i in range(columns)]
    return grain_network(np.array(pts), np.array([columns * a, rows * h]))


def permeability(net, strength):
    """Tensor K from nodal balance; strength = diffusivity * width per edge."""
    used = strength > 0
    i, j, vec = net.tail[used], net.head[used], net.vec[used]
    g = strength[used] / np.linalg.norm(vec, axis=1)
    shape = (net.nodes, net.nodes)
    lap = coo_matrix((np.concatenate([g, g, -g, -g]),
                      (np.concatenate([i, j, i, j]),
                       np.concatenate([i, j, j, i]))), shape=shape).tocsr()
    links = coo_matrix((np.ones(len(i)), (i, j)), shape=shape)
    label = connected_components(links, directed=False)[1]
    free = np.ones(net.nodes, bool)
    free[np.unique(label, return_index=True)[1]] = False
    idx = np.flatnonzero(free)
    source = np.zeros((net.nodes, 2))
    np.add.at(source, i, g[:, None] * vec)
    np.add.at(source, j, -g[:, None] * vec)
    v = np.zeros((net.nodes, 2))
    factor = splu(lap[idx][:, idx].tocsc(), permc_spec="MMD_AT_PLUS_A")
    v[idx] = factor.solve(source[idx])
    drop = vec + v[j] - v[i]
    return (drop * g[:, None]).T @ drop / net.area


def mean_k(net, strength):
    return np.trace(permeability(net, strength)) / 2


def winding_levels(tail, head, cross, count, u):
    """Levels at which winding rank reaches 1, 2, and x-winding appears."""
    order = np.argsort(u)
    packed = cross[:, 0] * BIG + cross[:, 1]
    parent, offset, size = list(range(count)), [0] * count, [1] * count
    first = p1 = px = None
    for i, j, s, level in zip(tail[order].tolist(), head[order].tolist(),
                              packed[order].tolist(), u[order].tolist()):
        while parent[i] != i:
            s += offset[i]
            i = parent[i]
        while parent[j] != j:
            s -= offset[j]
            j = parent[j]
        if i != j:
            if size[i] < size[j]:
                i, j, s = j, i, -s
            parent[j], offset[j] = i, s
            size[i] += size[j]
        elif s:
            wx = round(s / BIG)
            wy = s - wx * BIG
            if px is None and wx:
                px = level
            if first is None:
                first, p1 = (wx, wy), level
            elif first[0] * wy - first[1] * wx:
                return p1, level, px
    raise RuntimeError("full graph does not wind both ways")


def boundary_levels(net, u):
    return winding_levels(net.tail, net.head, net.cross, net.nodes, u)


def misorientation_levels(net):
    """One random in-plane angle per grain, fourfold symmetry."""
    angle = 90 * rng.random(net.grains)
    diff = angle[net.grain_a] - angle[net.grain_b]
    return 1 - np.abs((diff + 45) % 90 - 45) / 45


def random_levels(net):
    return rng.random(len(net.tail))


def threshold(nets, levels, repeats):
    blocks = np.array([[boundary_levels(net, levels(net))[:2]
                        for _ in range(repeats)] for net in nets])
    medians = np.median(blocks.reshape(len(nets), -1), axis=1)
    return np.median(blocks), medians.std(ddof=1) / np.sqrt(len(nets))


# Uniform honeycomb: permeability is half the boundary fraction.
hex_small, hex_large = honeycomb(10, 12), honeycomb(20, 24)
ones = np.ones(len(hex_large.tail))
hex_density = np.linalg.norm(hex_large.vec, axis=1).sum() / hex_large.area
hex_k = permeability(hex_large, ones)
assert np.allclose(hex_k, np.eye(2) * hex_density / 2, atol=1e-9)

# Irregular junction geometry: the trace bound is reached only at 120 degrees.
cell = honeycomb(6, 6)
start = 0.08 * rng.standard_normal((cell.nodes, 2))


def moved(d):
    d = d.reshape(-1, 2)
    return cell.vec + d[cell.head] - d[cell.tail]


def total_length(d):
    r = moved(d)
    length = np.linalg.norm(r, axis=1)
    grad = np.zeros((cell.nodes, 2))
    np.add.at(grad, cell.head, r / length[:, None])
    np.add.at(grad, cell.tail, -r / length[:, None])
    return length.sum(), grad.ravel()


relaxed = minimize(total_length, start.ravel(), jac=True, method="L-BFGS-B",
                   options=dict(maxiter=3000, ftol=1e-15, gtol=1e-9))
ratios = []
for d in (start.ravel(), relaxed.x):
    net = SimpleNamespace(**vars(cell))
    net.vec = moved(d)
    lengths = np.linalg.norm(net.vec, axis=1)
    ratios.append(np.trace(permeability(net, np.ones(len(lengths))))
                  * net.area / lengths.sum())
spread = lengths.std() / lengths.mean()
assert spread > 0.03 and abs(ratios[1] - 1) < 1e-6 and ratios[0] < 1 - 1e-3

# Tracer diffusivity from the lowest Bloch relaxation rate, unequal edges.
net = SimpleNamespace(**vars(cell))
net.vec = moved(start.ravel())
lengths = np.linalg.norm(net.vec, axis=1)
strength = np.exp(0.8 * rng.standard_normal(len(lengths)))
q = 0.05 / net.box[0]
rate = np.zeros((net.nodes, net.nodes), complex)
mass = np.zeros(net.nodes)
for i, j, r, g, length in zip(net.tail, net.head, net.vec,
                              strength / lengths, lengths):
    rate[i, i] += g
    rate[j, j] += g
    rate[i, j] -= g * np.exp(1j * q * r[0])
    rate[j, i] -= g * np.exp(-1j * q * r[0])
    mass[i] += length / 2
    mass[j] += length / 2
bloch_d = eigh(rate, np.diag(mass), eigvals_only=True)[0] / q**2
nodal_d = permeability(net, strength)[0, 0] * net.area / lengths.sum()
assert abs(bloch_d / nodal_d - 1) < 1e-3

# Remove one boundary of each orientation: initial loss of permeability.
angles = np.degrees(np.arctan2(hex_large.vec[:, 1], hex_large.vec[:, 0])) % 180
losses = []
for target in (30, 90, 150):
    cut = ones.copy()
    cut[np.argmin(np.abs(angles - target))] = 0
    losses.append(1 - mean_k(hex_large, cut) / mean_k(hex_large, ones))
dilution_slope = np.mean(losses) * len(ones)
assert abs(dilution_slope - 3) < 0.05


# Honeycomb threshold: star-triangle enumeration against winding statistics.
def unjoined_difference(p):
    triangle = star = 0.0
    for bonds in itertools.product((0, 1), repeat=3):
        k = sum(bonds)
        if k == 0:
            triangle += (1 - p)**k * p**(3 - k)
        if k <= 1:
            star += p**k * (1 - p)**(3 - k)
    return triangle - star


hex_exact = 1 - 2 * np.sin(np.pi / 18)
assert abs(brentq(unjoined_difference, 0.3, 0.9) - hex_exact) < 1e-10
hex_pc, hex_se = threshold([hex_large] * 20, random_levels, 24)
assert abs(hex_pc - hex_exact) < 0.01

# Size dependence at and above the threshold; effective-medium comparison.
hex_means = {}
for p, samples in ((hex_exact, 200), (0.9, 40)):
    for name, net in (("small", hex_small), ("large", hex_large)):
        hex_means[p, name] = np.mean([
            mean_k(net, (random_levels(net) <= p).astype(float))
            for _ in range(samples)])
size_ratio_pc = hex_means[hex_exact, "large"] / hex_means[hex_exact, "small"]
size_ratio_high = hex_means[0.9, "large"] / hex_means[0.9, "small"]
hex_relative = hex_means[0.9, "large"] / hex_k[0, 0]
assert 0.3 < size_ratio_pc < 0.75 and abs(size_ratio_high - 1) < 0.05
assert abs(hex_relative - (3 * 0.9 - 2)) < 0.02

# Random Voronoi networks: duality, flow versus winding, threshold.
small_nets = [voronoi(144) for _ in range(20)]
nets = [voronoi(576) for _ in range(20)]
outcomes = []
for net in small_nets:
    for _ in range(3):
        u = random_levels(net)
        p1, p2, px = boundary_levels(net, u)
        q1, q2, _ = winding_levels(net.grain_a, net.grain_b, net.grain_cross,
                                   net.grains, 1 - u)
        assert abs(p1 + q2 - 1) < 1e-12 and abs(p2 + q1 - 1) < 1e-12
        flows = permeability(net, (u <= 0.66).astype(float))[0, 0] > 1e-9
        assert flows == (px <= 0.66)
        outcomes.append(flows)
assert 5 < sum(outcomes) < len(outcomes) - 5
small_pc, small_se = threshold(small_nets, random_levels, 24)
pc, pc_se = threshold(nets, random_levels, 24)
assert abs(small_pc - pc) < 0.025
corr_pc, corr_se = threshold(nets, misorientation_levels, 24)

# Junction correlation of low-angle boundaries for a 15 degree cutoff.
two = three = 0
for net in nets:
    for _ in range(10):
        low = misorientation_levels(net) > 1 - 15 / 45
        count = (np.bincount(net.tail[low], minlength=net.nodes)
                 + np.bincount(net.head[low], minlength=net.nodes))
        two += np.sum(count == 2)
        three += np.sum(count == 3)
third_low = 3 * three / (two + 3 * three)
assert abs(third_low - 0.75) < 0.02

# Worked example: rough inputs for a columnar MnO film.
temperature, grain_nm, width_nm, burgers_nm = 700.0, 100.0, 1.0, 0.3
prefactor, e_lattice, e_boundary = 1e-3, 1.7, 1.2  # cm2/s, eV, eV
kt = const.k * temperature / const.e
d_lattice = prefactor * np.exp(-e_lattice / kt)
d_boundary = prefactor * np.exp(-e_boundary / kt)
unit_k = d_boundary * width_nm / grain_nm
full = [mean_k(net, np.ones(len(net.tail))) for net in nets]
density = np.mean([np.linalg.norm(n.vec, axis=1).sum() / n.area for n in nets])
assert np.mean(full) < density / 2
k_full = np.mean(full) * unit_k
phi = density * width_nm / grain_nm
floor = d_lattice / k_full

table = {}
for model, levels in (("independent", random_levels),
                      ("correlated", misorientation_levels)):
    for net, k1 in zip(nets, full):
        for _ in range(2):
            u = levels(net)
            for cutoff in (10, 15):
                is_open = (u <= 1 - cutoff / 45).astype(float)
                bare = mean_k(net, is_open)
                shunted = mean_k(net, is_open + floor)
                assert shunted >= bare + floor * k1 - 1e-9
                table.setdefault((model, cutoff), []).append((bare, shunted))

k_main = np.mean(table["independent", 10], axis=0)[0] * unit_k
a0 = const.physical_constants["Bohr radius"][0]
t_au = const.physical_constants["atomic unit of time"][0]
au_cm2_s = a0**2 / t_au * 1e4
time_confined = 0.01 * (width_nm * 1e-7)**2 / d_lattice
time_filled = (grain_nm * 1e-7 / 2)**2 / d_lattice
reach_nm = np.sqrt(2 * k_main / phi * time_confined) * 1e7

print(f"Honeycomb K / (phi D): {hex_k[0, 0] / hex_density:.6f}")
print(f"Trace K/(phi D), jittered junctions: {ratios[0]:.5f}")
print(f"Trace K/(phi D), relaxed 120 deg: {ratios[1]:.8f}")
print(f"Relative edge-length spread, relaxed: {spread:.3f}")
print(f"Tracer D, Bloch / nodal: {bloch_d:.6f} / {nodal_d:.6f} (network units)")
print(f"Honeycomb dilution slope: {dilution_slope:.4f}")
print(f"Honeycomb K/K(1) at p=0.9: {hex_relative:.4f}")
print(f"Effective-medium value at p=0.9: {3 * 0.9 - 2:.4f}")
print(f"Honeycomb threshold, star-triangle: {hex_exact:.6f}")
print(f"Honeycomb threshold, winding: {hex_pc:.4f} +- {hex_se:.4f}")
print(f"K(480 grains)/K(120 grains) at threshold: {size_ratio_pc:.3f}")
print(f"K(480 grains)/K(120 grains) at p=0.9: {size_ratio_high:.3f}")
print(f"Flow/winding agreements: {len(outcomes)}, flowing: {sum(outcomes)}")
print(f"Voronoi threshold, 144 grains: {small_pc:.4f} +- {small_se:.4f}")
print(f"Voronoi threshold, 576 grains: {pc:.4f} +- {pc_se:.4f}")
print(f"Threshold, correlated angles: {corr_pc:.4f} +- {corr_se:.4f}")
print(f"Correlation shift of threshold: {corr_pc - pc:+.4f}")
print(f"P(third low-angle | two low-angle): {third_low:.4f}")
print(f"Temperature: {temperature:.0f} K, kT: {kt:.5f} eV")
print(f"Grain size: {grain_nm:.0f} nm, boundary width: {width_nm:.1f} nm")
print(f"Burgers vector (rough): {burgers_nm:.1f} nm")
print(f"Prefactor, both paths (rough): {prefactor:.1e} cm2/s")
print(f"Activation, lattice/boundary: {e_lattice:.1f} / {e_boundary:.1f} eV")
print(f"Lattice diffusivity: {d_lattice:.3e} cm2/s")
print(f"Boundary diffusivity: {d_boundary:.3e} cm2/s")
print(f"Voronoi boundary length density x grain size: {density:.4f}")
print(f"Boundary area fraction phi: {phi:.5f}")
print(f"Voronoi K(1)/(phi D): {k_full / (phi * d_boundary):.4f}")
print(f"K, all boundaries open: {k_full:.3e} cm2/s")
print(f"Lattice D / K(all open): {floor:.4f}")
for (model, cutoff), values in table.items():
    values = np.array(values) * unit_k
    m, se = values.mean(0), values.std(0, ddof=1) / np.sqrt(len(values))
    print(f"{model}, {cutoff} deg, p={1 - cutoff / 45:.4f}:")
    print(f"  K network: {m[0]:.3e} +- {se[0]:.1e} cm2/s")
    print(f"  K with lattice shunt: {m[1]:.3e} +- {se[1]:.1e} cm2/s")
print(f"Main K (independent, 10 deg): {k_main / au_cm2_s:.3e} atomic units")
for cutoff in (10, 15):
    gap = burgers_nm / (2 * np.sin(np.radians(cutoff) / 2))
    leak = gap / (width_nm / d_boundary + (gap - width_nm) / d_lattice)
    print(f"Pipe spacing at {cutoff} deg: {gap:.3f} nm, "
          f"leak D/boundary D: {leak / d_boundary:.2e}")
print(f"Factor from 0.1 eV activation error: {np.exp(0.1 / kt):.2f}")
print(f"Confined-tracer D = K/phi: {k_main / phi:.3e} cm2/s")
print(f"Confined limit, D_L t = width^2/100: {time_confined:.3f} s")
print(f"Tracer reach in that time: {reach_nm:.2f} nm")
print(f"Grain filling time (half size)^2/D_L: {time_filled:.3e} s")
print("PASS")
```

Running it gives:

```
Honeycomb K / (phi D): 0.500000
Trace K/(phi D), jittered junctions: 0.97848
Trace K/(phi D), relaxed 120 deg: 1.00000000
Relative edge-length spread, relaxed: 0.063
Tracer D, Bloch / nodal: 0.380322 / 0.380326 (network units)
Honeycomb dilution slope: 2.9938
Honeycomb K/K(1) at p=0.9: 0.6962
Effective-medium value at p=0.9: 0.7000
Honeycomb threshold, star-triangle: 0.652704
Honeycomb threshold, winding: 0.6533 +- 0.0013
K(480 grains)/K(120 grains) at threshold: 0.473
K(480 grains)/K(120 grains) at p=0.9: 1.015
Flow/winding agreements: 60, flowing: 28
Voronoi threshold, 144 grains: 0.6656 +- 0.0017
Voronoi threshold, 576 grains: 0.6676 +- 0.0011
Threshold, correlated angles: 0.6142 +- 0.0011
Correlation shift of threshold: -0.0534
P(third low-angle | two low-angle): 0.7486
Temperature: 700 K, kT: 0.06032 eV
Grain size: 100 nm, boundary width: 1.0 nm
Burgers vector (rough): 0.3 nm
Prefactor, both paths (rough): 1.0e-03 cm2/s
Activation, lattice/boundary: 1.7 / 1.2 eV
Lattice diffusivity: 5.762e-16 cm2/s
Boundary diffusivity: 2.293e-12 cm2/s
Voronoi boundary length density x grain size: 2.0010
Boundary area fraction phi: 0.02001
Voronoi K(1)/(phi D): 0.4475
K, all boundaries open: 2.053e-14 cm2/s
Lattice D / K(all open): 0.0281
independent, 10 deg, p=0.7778:
  K network: 5.625e-15 +- 1.8e-16 cm2/s
  K with lattice shunt: 9.111e-15 +- 1.1e-16 cm2/s
independent, 15 deg, p=0.6667:
  K network: 4.378e-16 +- 8.8e-17 cm2/s
  K with lattice shunt: 5.113e-15 +- 7.0e-17 cm2/s
correlated, 10 deg, p=0.7778:
  K network: 7.014e-15 +- 1.2e-16 cm2/s
  K with lattice shunt: 9.646e-15 +- 8.9e-17 cm2/s
correlated, 15 deg, p=0.6667:
  K network: 1.954e-15 +- 1.0e-16 cm2/s
  K with lattice shunt: 5.832e-15 +- 7.0e-17 cm2/s
Main K (independent, 10 deg): 4.859e-15 atomic units
Pipe spacing at 10 deg: 1.721 nm, leak D/boundary D: 6.00e-04
Pipe spacing at 15 deg: 1.149 nm, leak D/boundary D: 1.93e-03
Factor from 0.1 eV activation error: 5.25
Confined-tracer D = K/phi: 2.811e-13 cm2/s
Confined limit, D_L t = width^2/100: 0.174 s
Tracer reach in that time: 3.12 nm
Grain filling time (half size)^2/D_L: 4.339e+04 s
PASS
```
